# Critical Radius of a Cylindrical Hole in a Thin Film

A uniform film of thickness $h$ on a flat, rigid substrate is pierced by a straight-walled cylindrical hole of radius $R$ that reaches the substrate. If the film is so wide that the material taken from the hole can be spread over it at negligible energy cost, the hole closes or grows according to whether $R$ is below or above

$$R^*=\frac{h}{1-\cos\theta},\qquad 0<\theta\le\pi, \tag{1}$$

where $\theta$ is Young's contact angle, measured inside the film. The result concerns holes that stay cylindrical as they change size. A wall free to change its shape has a different critical state, treated below.

### Surface energies and Young's angle

Let $\gamma_f$ be the energy per area of the free film surface, $\gamma_s$ that of the bare substrate and $\gamma_i$ that of the film-substrate interface. All three are taken as isotropic and independent of thickness.

The contact angle follows from equilibrium of the line where film, substrate and surroundings meet. Let this line advance by a small distance $\delta x$ over bare substrate. Per unit length of line, an area $\delta x$ of bare substrate is replaced by interface, at a cost $(\gamma_i-\gamma_s)\,\delta x$. The free surface meets the substrate at angle $\theta$, so to first order its area increases by $\cos\theta\,\delta x$. The remaining adjustment of the surface, at fixed volume, costs nothing to first order if its shape is already in equilibrium. The total must vanish for either sign of $\delta x$:

$$\gamma_i-\gamma_s+\gamma_f\cos\theta=0
\quad\Longrightarrow\quad
\gamma_s=\gamma_i+\gamma_f\cos\theta. \tag{2}$$

### Energy of the hole

Opening the hole makes four changes:

- The film's top surface loses an area $\pi R^2$, which changes the energy by $-\pi R^2\gamma_f$.
- The interface loses the same area, which contributes $-\pi R^2\gamma_i$.
- An area $\pi R^2$ of substrate is exposed, which contributes $+\pi R^2\gamma_s$.
- A cylindrical wall of area $2\pi Rh$ appears, which contributes $+2\pi Rh\gamma_f$.

The energy relative to the intact film is therefore

$$\Delta E=2\pi Rh\gamma_f+\pi R^2(\gamma_s-\gamma_i-\gamma_f). \tag{3}$$

Equation (2) gives $\gamma_s-\gamma_i=\gamma_f\cos\theta$, so the bracket in (3) equals $-\gamma_f(1-\cos\theta)$, and

$$\Delta E=\pi\gamma_f\left[2Rh-(1-\cos\theta)R^2\right]. \tag{4}$$

The wall cost is linear in $R$, while the gain from uncovering the substrate is quadratic. The cost wins for small holes and the gain for large ones.

### The critical radius

Differentiating (4) twice gives

$$\frac{d\Delta E}{dR}=2\pi\gamma_f\left[h-(1-\cos\theta)R\right],\qquad
\frac{d^2\Delta E}{dR^2}=-2\pi\gamma_f(1-\cos\theta). \tag{5}$$

The first derivative vanishes at the radius (1). The second is negative for $\theta>0$, so this point is a maximum.

A maximum of energy separates two fates if the motion is dissipative and $R$ is the one variable. Then $dR/dt=-M\,d\Delta E/dR$ with a mobility $M>0$, which may itself depend on $R$. For $R<R^*$ the derivative in (5) is positive, so $R$ decreases. For $R>R^*$ it is negative, so $R$ increases. The mobility sets the speed but not the direction.

Dividing the slope by the perimeter $2\pi R$ gives the inward force per unit length of the wall's edge:

$$\frac{1}{2\pi R}\frac{d\Delta E}{dR}=\gamma_f\left[\frac hR-(1-\cos\theta)\right]. \tag{6}$$

The first term is the closing effect of the wall's curvature, which weakens as the hole widens. The second is a constant opening force. They balance at $R^*$.

The height of the maximum follows by inserting $R^*$ into (4):

$$\Delta E^*=\pi\gamma_f\left[\frac{2h^2}{1-\cos\theta}-\frac{h^2}{1-\cos\theta}\right]
=\frac{\pi\gamma_f h^2}{1-\cos\theta}. \tag{7}$$

With $x=R/R^*$, equation (4) becomes $\Delta E=\Delta E^*(2x-x^2)$. The energy returns to that of the intact film at $x=2$. This is not the threshold for growth: a hole with $R^*<R<2R^*$ has more energy than the intact film, yet it lowers its energy by growing.

**Limits.** For small $\theta$, $1-\cos\theta\approx\theta^2/2$ and $R^*\approx 2h/\theta^2$. The critical radius diverges as the film approaches complete wetting, and at $\theta=0$ equation (4) leaves the wall cost alone, so every hole closes. At $\theta=90^\circ$, $R^*=h$. At $\theta=180^\circ$, $R^*=h/2$, the smallest value that (1) allows.

### Worked example: a thin silicide contact

Take $h=20$ nm, $\gamma_f=1.0$, $\gamma_s=1.2$ and $\gamma_i=0.7$ J/m², and a temperature of 873 K. These are rough round values meant for a nickel monosilicide film on silicon during an anneal. Equation (2) gives

$$\cos\theta=\frac{1.2-0.7}{1.0}=0.5,\qquad \theta=60^\circ.$$

Minimizing the energy of a spherical-cap droplet at fixed volume, with the same three tensions, also gives $60.00^\circ$. The critical radius and barrier are

$$R^*=\frac{20\ \text{nm}}{0.5}=40\ \text{nm}\quad(756\ \text{bohr}),$$

$$\Delta E^*=\frac{\pi(1.0\ \text{J/m}^2)(20\ \text{nm})^2}{0.5}=2.5\times10^{-15}\ \text{J}=15.7\ \text{keV}.$$

The energy is 11.8 keV at both 20 and 60 nm, zero at 80 nm and $-19.6$ keV at 100 nm, as the parabola $2x-x^2$ requires.

At 873 K, $k_BT=0.0752$ eV, so the barrier is about $2\times10^5\,k_BT$. A thermal fluctuation cannot be expected to open such a hole in an intact film. Since $\Delta E^*\propto h^2$, one can ask at what thickness the barrier would fall to $50\,k_BT$, with the tensions held fixed. The answer is 0.31 nm, about an atomic spacing, where a description by continuous surfaces no longer applies. Within this model, holes in a 20 nm film must start from defects. Grooves where grain boundaries meet the surface are one candidate: they thin the film locally, but they open a hole by themselves only if they are deep enough to reach the substrate.

The radius is sensitive to the angle. With $h=20$ nm fixed, $R^*$ is 149, 40, 20 and 13 nm at $\theta=30^\circ$, $60^\circ$, $90^\circ$ and $120^\circ$. From (1),

$$\frac{1}{R^*}\frac{dR^*}{d\theta}=-\frac{\sin\theta}{1-\cos\theta}=-\cot\frac{\theta}{2}, \tag{8}$$

which at $60^\circ$ is $-1.73$ per radian, or about $-3\%$ per degree. Errors in the tensions matter too. In (3) the opening force is a difference of tensions, here 0.5 J/m², so modest errors in each tension produce a large relative error in the difference.

### The redistributed material

To see when the removed material may be neglected, give each hole a circular cell of film of radius $b$, and spread the material evenly over the remaining film. If the new thickness is $h'$, conservation of volume requires

$$\pi b^2h=\pi(b^2-R^2)h'\quad\Longrightarrow\quad h'=\frac{h}{1-R^2/b^2}. \tag{9}$$

Thickening does not alter the areas of the top surface and the interface. It makes the wall taller, so (4) becomes

$$\Delta E_b=\pi\gamma_f\left[\frac{2Rh}{1-R^2/b^2}-(1-\cos\theta)R^2\right]. \tag{10}$$

The extra cost is $2\pi\gamma_fR(h'-h)=2\pi\gamma_fhR^3/(b^2-R^2)$, which vanishes as $b\to\infty$ at fixed $R$. This justifies its neglect in a wide film.

For finite $b$, set $y=R^2/b^2$. The quotient rule gives

$$\frac{d}{dR}\frac{R}{1-R^2/b^2}=\frac{(1-y)+2y}{(1-y)^2}=\frac{1+y}{(1-y)^2},$$

so the stationary radii satisfy

$$\frac{R}{R^*}=\frac{1+y}{(1-y)^2}. \tag{11}$$

For small $y$ the right side is $(1+y)(1+2y+\dots)\approx1+3y$. To leading order $y$ may be evaluated at $R^*$, which gives $R\approx R^*(1+3R^{*2}/b^2)$. For $b=500$ nm the correction is $3(40/500)^2=1.9\%$. Direct maximization of the energy gives 40.8 nm, and for $b=1000$ nm it gives 40.2 nm.

Equation (11) has a second root at larger $R$, where the growing wall height stops the expansion. For $b=500$ nm this energy minimum lies at $R=385$ nm, where the film has thickened to 49 nm. In a cell of this size, growth therefore ends at a hole that is stable against changes of its radius within the cylindrical family.

The two roots merge when the cell is too small. With $s=R/b$, so that $y=s^2$, equation (11) reads

$$\frac{b}{R^*}=\frac{1+s^2}{s(1-s^2)^2}.$$

The right side diverges at $s\to0$ and $s\to1$. Setting its logarithmic derivative to zero and multiplying by $s$ gives

$$\frac{2y}{1+y}-1+\frac{4y}{1-y}=0
\quad\Longrightarrow\quad 3y^2+6y-1=0.$$

The positive root is $y=0.155$, and the corresponding minimum is $b/R^*=4.1$. For $b<4.1R^*$ there is no stationary radius, and every cylindrical hole closes.

### A wall that can change shape

A vertical wall meets the substrate at $90^\circ$, not at $\theta$, so for $\theta\neq90^\circ$ it is not in equilibrium at its foot. It is also curved around the hole, while the top of the film is flat. The maximum in (4) is therefore a maximum within the cylindrical family, not a true saddle point of the energy.

To find the equilibrium shape for $\theta<90^\circ$, describe the surface by its height $z(r)$, with $z(a)=0$ at the contact radius $a$. The surface energy is $\gamma_f\int2\pi r\sqrt{1+z'^2}\,dr$ and the volume is $\int2\pi rz\,dr$. With a Lagrange multiplier $p$ for the volume, the Euler-Lagrange equation is

$$\frac{d}{dr}\left(\gamma_f\frac{r z'}{\sqrt{1+z'^2}}\right)=-pr. \tag{12}$$

Let $\psi$ be the slope angle, $z'=\tan\psi$, so that $z'/\sqrt{1+z'^2}=\sin\psi$. Integration gives $\gamma_fr\sin\psi=C-pr^2/2$. The surface is level at the cell's edge, so $\psi(b)=0$ and $C=pb^2/2$. Young's condition $\psi(a)=\theta$ then fixes $p/2\gamma_f=a\sin\theta/(b^2-a^2)$, and

$$r\sin\psi=a\sin\theta\,\frac{b^2-r^2}{b^2-a^2}. \tag{13}$$

This is a surface of constant mean curvature. The radius $a$ follows from the volume. Integrating by parts, with $z(a)=0$,

$$\pi b^2h=\int_a^b2\pi rz\,dr=\int_a^b\pi(b^2-r^2)\tan\psi\,dr. \tag{14}$$

For the example, the smaller root of (14) is $a=5.8$ nm when $b=500$ nm. To learn what kind of stationary state this is, the contact radius was changed by 5% either way at fixed volume, with the contact angle adjusting. The energy fell in both cases, so the state is a maximum with respect to $a$, as a critical hole must be.

The contact radius is about seven times smaller than $R^*=40$ nm, but the hole is far from cylindrical: its surface reaches half the film thickness at a radius of 32 nm. Its barrier is 1.7 keV, about nine times below the 15.7 keV of the straight wall. A lower barrier is to be expected. The cylinders form one path from the intact film to an open hole, and the lowest pass between the two cannot lie above the summit of any one path.

For $b=2000$ nm the contact radius is 4.0 nm, the half-height radius 53 nm and the barrier 1.25 keV. The dependence on $b$ follows from (13). For $a\ll r\ll b$ the slope is small and $z'\approx a\sin\theta/r$, so the height rises logarithmically with $r$. A wider cell gives the logarithm more room, and a smaller $a$ then suffices to reach the same thickness.

Two conclusions follow. For the 20 nm film the thermal argument survives: 1.25 keV is $1.7\times10^4\,k_BT$, and although the barrier keeps falling slowly as the cell widens, it is still about 0.5 keV, or $6.6\times10^3\,k_BT$, for $b=1$ cm. The thickness at which the barrier would fall to $50\,k_BT$ does change, from 0.31 nm for the straight wall to about 1.3 nm for a free wall with $b=2000$ nm. The critical contact radius would then be only about 0.2 nm, less than an atomic spacing, so this estimate too lies outside the range of a description by continuous surfaces. But (1) cannot be used as a sharp threshold for the contact radius of a hole whose wall is free to relax. A straight-walled hole of radius 20 nm is subcritical by (1), though its contact radius exceeds 5.8 nm. Its energy can fall on the way to closure, if it shrinks as a cylinder, and also on the way to growth, if its wall relaxes first. An energy comparison alone therefore does not settle its fate.

### Other effects in a silicide film

Several further effects keep the form of (4) but change its coefficients. If the wall costs $w$ per area and uncovering the substrate gains $D$ per area, then

$$\Delta E=2\pi Rhw-\pi R^2D,\qquad R_c=\frac{hw}{D}. \tag{15}$$

The basic model has $w=\gamma_f$ and $D=\gamma_f(1-\cos\theta)=0.5$ J/m². Each effect below is added to it separately.

**Silicon in the hole.** Suppose silicon fills the hole up to the film's top surface, and that supplying it costs no energy. The wall is then a silicide-silicon interface, so $w=\gamma_i$, while $D$ is unchanged. The critical radius becomes $20\times0.7/0.5=28$ nm.

**Grain boundaries.** A hole centred where three grain boundaries meet removes three strips of boundary, each of area $Rh$. With boundary tension $\gamma_{gb}$, the energy changes by $-3Rh\gamma_{gb}$, which is equivalent to

$$w=\gamma_f-\frac{3\gamma_{gb}}{2\pi}. \tag{16}$$

For a rough $\gamma_{gb}=0.5$ J/m², $w=0.76$ J/m² and $R_c=30.5$ nm. The removed material also thickens the film elsewhere and so extends the remaining boundaries. Hexagonal grains of width $d$ between opposite sides have a boundary length $2/d$ per area of film. Spreading a volume $\pi R^2h$ over them adds a boundary area $(2/d)\pi R^2h$, which lowers $D$ by $2h\gamma_{gb}/d$. For $d=200$ nm this is 0.10 J/m², and $R_c=20\times0.76/0.40=38$ nm. Here the redistributed material matters even in a wide film, and it offsets most of the first correction. Both estimates start from a flat film. Once the boundaries have grooved, the film is thinner at the junction: in equilibrium the surface of each hexagonal grain is a spherical cap of radius $d\gamma_f/\gamma_{gb}=400$ nm, which lies about 10 nm below the mean level at the corners, half the film thickness.

**Stress.** A film under equal biaxial stress $\sigma$ with biaxial modulus $Y$ stores an energy $\sigma^2/Y$ per volume. If the material leaving the hole is redeposited free of stress, and the stress elsewhere is unchanged, $D$ increases by $h\sigma^2/Y$. For 0.3 GPa and 200 GPa this is 0.009 J/m², and $R_c=39.3$ nm. The correction to $D$ grows as the square of the stress. Relaxation of the stress around the hole, neglected here, would release more energy and lower $R_c$ somewhat further.

### The model and a real contact

Nickel monosilicide contacts are polycrystalline films, typically some tens of nanometres thick or less, and they can break up into islands during anneals at several hundred degrees Celsius. The thickness and temperature of the example lie in that range. The tensions are rough, and by (1) an uncertainty of $10^\circ$ either way in the angle alone lets $R^*$ lie anywhere from 30 to 56 nm. The silicide forms by consuming silicon, so its lower interface need not be flat or stay fixed, and silicon can take part in the rearrangement. If that interface grooves as well, as a cap of radius $d\gamma_i/\gamma_{gb}$, the tensions above give about 15 nm of interface groove at the corners of 200 nm grains, in addition to about 10 nm from the surface. The sum exceeds the 20 nm thickness, so the grooves meet without any critical radius being passed. With these tensions this happens for grains wider than about 160 nm, against about 400 nm if only the surface grooves. Equation (1) does not describe this way of opening a hole. The filled-hole estimate moves the radius from 40 to 28 nm. The straight wall is the larger fault, changing the contact radius by a factor of seven to ten for the two cells considered.

What (1) supplies is a length scale and its trends. For holes of cylindrical form, the critical radius is proportional to the film thickness at fixed tensions, and at fixed thickness it is larger when the tensions give a smaller contact angle. How long a supercritical hole takes to spread depends on atomic transport, which does not enter the energy.

## Values computed for the example and the checks

```
film thickness h: 20.0 nm
tensions film, substrate, interface: 1.00, 1.20, 0.70 J/m^2
Young angle theta: 60.00 deg
angle from droplet energy: 60.00 deg
1 - cos(theta): 0.5000
critical radius R*: 40.00 nm = 755.9 bohr
R* from surface inventory: 40.00 nm
barrier: 2.513e-15 J = 15.69 keV
temperature: 873 K, kT: 0.0752 eV
barrier / kT: 2.085e+05
thickness with barrier 50 kT: 0.310 nm
energy change at R = 20 nm: 11.76 keV
energy change at R = 40 nm: 15.69 keV
energy change at R = 60 nm: 11.77 keV
energy change at R = 80 nm: 0.00 keV
energy change at R = 100 nm: -19.61 keV
R* at theta = 30 deg: 149.3 nm
R* at theta = 60 deg: 40.0 nm
R* at theta = 90 deg: 20.0 nm
R* at theta = 120 deg: 13.3 nm
R* with cell radius 500 nm: 40.81 nm
R* with cell radius 1000 nm: 40.19 nm
growth ends, cell radius 500 nm: R = 385 nm
film thickness there: 49.2 nm
free wall, cell radius 500 nm:
  critical contact radius: 5.78 nm
  radius at height h/2: 32.2 nm
  barrier: 1.72 keV = 2.28e+04 kT
free wall, cell radius 2000 nm:
  critical contact radius: 4.02 nm
  radius at height h/2: 53.4 nm
  barrier: 1.25 keV = 1.66e+04 kT
R* if silicon fills the hole: 28.0 nm
grain-boundary tension: 0.50 J/m^2, grain size: 200 nm
R* at triple junction, removal only: 30.5 nm
R* at triple junction, with thickening: 38.1 nm
film stress: 0.3 GPa, biaxial modulus: 200 GPa
elastic energy per area: 0.0090 J/m^2
R* with stress release: 39.3 nm
```
